\section*{Why interpolated flexural phonons turn linear or imaginary near Gamma}

\section{The symptom}

\textbf{Q.} I fitted force constants of a free-standing flat sheet to computed forces and interpolated the phonons. The flexural branch should start as $q^2$. One fit gives a straight line near $\Gamma$, another gives imaginary frequencies. Both give $\omega=0$ at $\Gamma$. What has gone wrong?

\textbf{A.} Zero frequency at $\Gamma$ tests one property, invariance under a rigid shift. The slope and curvature there test others. Let us first write the harmonic energy so that the shift is built in.

I assume that all atoms lie in one plane, that this is a mirror plane, and that the forces have finite range. Buckled sheets and sheets several atoms thick, such as silicene and MoS$_2$, are therefore not covered. The mirror forbids harmonic coupling between the height $w_i$ of atom $i$ and in-plane motion, so $E=\frac12\sum_{ij}\Phi_{ij}w_iw_j$. A rigid shift produces no force, hence $\sum_j\Phi_{ij}=0$. This removes the squares from the expansion of $(w_i-w_j)^2$:
\begin{equation}
-\tfrac14\sum_{ij}\Phi_{ij}(w_i^2+w_j^2-2w_iw_j)=\tfrac12\sum_{ij}\Phi_{ij}w_iw_j .
\end{equation}
With $g_b=-\Phi_{ij}$ for the bond $b=(i,j)$, each bond counted once,
\begin{equation}
E=\tfrac12\sum_b g_b\,(w_i-w_j)^2 .
\label{springs}
\end{equation}
The sheet is a network of transverse springs, and $g_b$ may have either sign. A pair potential $\phi(r)$ shows why: a height difference $h$ lengthens the bond by $h^2/2r$, which costs $\frac12(\phi'/r)h^2$. So $g=\phi'/r$ is positive for a bond in tension and negative for one in compression.

\textbf{Q.} Then what sets the behaviour near $\Gamma$?

\textbf{A.} Take two atoms per cell, A and B, with masses $M_A$, $M_B$ and $M=M_A+M_B$. Let $\mathbf d$ be the in-plane bond vector, pointing from A to B for AB bonds, and $x=\mathbf q\cdot\mathbf d$. Give the atoms heights $a\,e^{i\mathbf q\cdot\mathbf r}$ and $b\,e^{i\mathbf q\cdot\mathbf r}$. The quadratic form of the dynamical problem is
\begin{equation}
S=\sum_{AB}g\,|a-b\,e^{ix}|^2+\sum_{AA}2g(1-\cos x)|a|^2+\sum_{BB}2g(1-\cos x)|b|^2 ,
\label{S}
\end{equation}
and for an eigenvector $\omega^2=S/(M_A|a|^2+M_B|b|^2)$.

Set $a=1$ and $b=1+iv$ with $v$ of order $q$. To second order $|1-(1+iv)e^{ix}|^2=(v+x)^2$, so
\begin{equation}
S=\sum_b g\,x^2+2v\sum_{AB}g\,x+Gv^2,\qquad G=\sum_{AB}g .
\end{equation}
The equation of motion of B equates the derivative of $S$ with a term in $\omega^2=O(q^2)$. At order $q$, therefore, $S$ is stationary in $v$. With
\begin{equation}
\mathbf F=\sum_{AB}g\,\mathbf d,\qquad T=\sum_b g\,\mathbf d\,\mathbf d^{\mathsf T},
\end{equation}
this gives $v=-\mathbf q\cdot\mathbf F/G$. Insert it. The denominator of $\omega^2$ is $M$ up to a relative correction of order $q^2$, and $\omega^2$ is even in $\mathbf q$, so
\begin{equation}
M\omega^2=\mathbf q\cdot C_2\,\mathbf q+O(q^4),\qquad C_2=T-\frac{\mathbf F\mathbf F^{\mathsf T}}{G}.
\label{C2}
\end{equation}
I assume $G>0$, so that the relative motion of A and B is a stable optical mode at $\Gamma$.

A positive $c_2=\mathbf n\cdot C_2\mathbf n$ along the unit vector $\mathbf n$ gives $\omega=q\sqrt{c_2/M}$, a straight line. A negative one gives an imaginary frequency. The shift condition restricts neither $T$ nor $\mathbf F$. A denser $q$ grid along the plotted path evaluates the same $g_b$ and cures nothing.

\section{What rotation requires}

\textbf{Q.} Which physical law should make these two sums vanish?

\textbf{A.} Rotational invariance fixes their values. Whether those values are zero depends on the state of the sheet.

Tilt the sheet slightly: $w_i=\boldsymbol\theta\cdot\mathbf r_i$. To first order this is a rigid rotation, so the force on each atom must simply rotate. If an A atom carries an in-plane force $\mathbf f_A$, the rotated force has the vertical component $\boldsymbol\theta\cdot\mathbf f_A$. From Eq.~(\ref{springs}) the vertical force is $\sum g(w_j-w_A)=\sum g\,\boldsymbol\theta\cdot\mathbf d$ over all bonds at A. The AA bonds come in pairs $\pm\mathbf d$ and cancel, which leaves
\begin{equation}
\mathbf F=\mathbf f_A=\frac{\partial E_{\rm cell}}{\partial\boldsymbol\tau},
\label{force}
\end{equation}
where $\boldsymbol\tau$ is the position of B relative to A. Thus $\mathbf F=0$ once the atoms are relaxed, whatever the stress.

At second order the tilt is not a pure rotation. The inner product of two separation vectors changes from $\mathbf d\cdot\mathbf d'$ to $\mathbf d\cdot\mathbf d'+(\boldsymbol\theta\cdot\mathbf d)(\boldsymbol\theta\cdot\mathbf d')$. A flat sheet with strain $\varepsilon_{ab}=\frac12\theta_a\theta_b$ has the same inner products to this order. A rotationally invariant energy depends on inner products, so both sheets have the same energy. With cell area $A$ and in-plane tension $\sigma_{ab}$ (force per length),
\begin{equation}
\tfrac12\sum_b g\,(\boldsymbol\theta\cdot\mathbf d)^2=A\,\sigma_{ab}\,\tfrac12\theta_a\theta_b
\quad\Longrightarrow\quad T_{ab}=A\,\sigma_{ab}.
\label{stress}
\end{equation}

So force-free atoms \emph{and} zero stress together give $C_2=0$. Under real tension the linear branch is physical, as on a drumhead; under real compression the imaginary one is a buckling instability.

\textbf{Q.} Can you show this on a sheet whose answer is known?

\textbf{A.} Take a model with masses 20 and 30~u. Natural units are \AA, eV, u and THz; $\hbar$ will enter with the heat capacity, and no charge appears. Length springs $\frac12k(r-l)^2$ join A and B to each other and to their own kind. Flatness is enforced by $\frac12KV^2$, where $V$ is the scalar triple product of the vectors from an atom to three of its four AB neighbours, with $K=0.02$~eV/\AA$^6$. The spring parameters and relaxed geometry are in the numerical output.

In the relaxed sheet all AB springs are in tension and all AA and BB springs in compression. The volume terms drop out of $T$, because a tilted plane still has $V=0$. The AB bonds have horizontal components $1.087$, $-1.504$, $1.099$ and $-1.493$~\AA, so they contribute
\begin{equation}
0.685(1.087)^2+0.499(1.504)^2+0.539(1.099)^2+0.393(1.493)^2\approx3.46\ \text{eV}
\end{equation}
to $T_{xx}$. The AA and BB springs along $x$ contribute $-(0.210+0.306)(2.591)^2\approx-3.46$~eV. The zero is a cancellation between large terms, not an absence of stress in each bond.

Stretching the cell by 0.5\% in both directions gives $A\sigma_{xx}=0.997$~eV from the strain derivative of the energy, and the same $T_{xx}$ from the force constants. Compression by 0.5\% gives $-0.986$~eV both ways. Shifting B by 0.05~\AA{} without relaxing gives $F_x=1.78$~eV/\AA, equal to the residual force. These agreements test Eqs.~(\ref{force}) and (\ref{stress}) on the full nonlinear energy.

\section{The quadratic term and its sign}

\textbf{Q.} If I impose both conditions, is the branch guaranteed to be real?

\textbf{A.} No. The next coefficient must be positive. Put $a=1$, $b=1+s+iv$ in Eq.~(\ref{S}). For an AB bond,
\begin{equation}
|1-(1+s+iv)e^{ix}|^2=2(1+s)(1-\cos x)+s^2+v^2+2v\sin x .
\end{equation}
With $\mathbf F=0$ the sum $\sum_{AB}g\sin x$ starts at $q^3$, so $v=O(q^3)$ and it affects $S$ at order $q^6$. The real part $s$ is of order $q^2$ and must be kept. Using $2(1-\cos x)=x^2-x^4/12+\dots$ and $\sum_b gx^2=0$,
\begin{equation}
S=-\frac1{12}\sum_b g\,x^4+sP+Gs^2,\qquad P=\sum_{AB}gx^2+2\sum_{BB}gx^2 .
\end{equation}
Zero stress turns $P$ into $\sum_{BB}gx^2-\sum_{AA}gx^2$. Since $\omega^2$ is now $O(q^4)$, $S$ is stationary in $s$ at order $q^2$. Then $s=-P/2G$, and $M\omega^2=c_4q^4$ with
\begin{equation}
c_4=-\frac1{12}\sum_b g(\mathbf n\cdot\mathbf d)^4
-\frac{\big[\sum_{BB}g(\mathbf n\cdot\mathbf d)^2-\sum_{AA}g(\mathbf n\cdot\mathbf d)^2\big]^2}{4G}.
\label{c4}
\end{equation}
The bending rigidity along $\mathbf n$ is $c_4/A$. In the model $c_4=7.87$~eV\,\AA$^2$ along $x$, and division by $A=7.76$~\AA$^2$ gives 1.01~eV.

A chain with one atom per cell and spacing $\ell$ shows the freedom of sign. Inversion pairs every bond with its opposite, so the force condition holds by symmetry. With first and second neighbours, zero stress reads $g_1+4g_2=0$, and
\begin{equation}
M\omega^2=2g_1(1-\cos q\ell)-\tfrac12g_1(1-\cos2q\ell)=g_1(1-\cos q\ell)^2 ,
\end{equation}
because $1-\cos2y=2(1-\cos y)(1+\cos y)$. The start is quadratic for either sign of $g_1$, and real for $g_1>0$. Adding such a pattern to the two-atom sheet gave force constants that obey all conditions and have $c_4=-7.87$~eV\,\AA$^2$ along $x$.

\section{How small errors become visible}

\textbf{Q.} My force errors are tiny. Why is the damage near $\Gamma$ so large?

\textbf{A.} An error $\delta g$ enters $T$ multiplied by $d^2$. An error of 1~meV/\AA$^2$ on the bond $2\mathbf a_1$, of length 5.18~\AA, changes $T_{xx}$ by 27~meV; on the AB bond with $d_x=1.09$~\AA{} it changes it by 1.2~meV. Meanwhile the true $c_4q^2$, with which $c_2$ competes, vanishes at $\Gamma$. For $c_2<0$ the two balance at
\begin{equation}
q_*=\sqrt{-c_2/c_4},
\end{equation}
and the branch is imaginary below $q_*$. For $c_2>0$ the wavenumber $\sqrt{c_2/c_4}$ marks the crossover from linear to quadratic.

I fitted 22 springs to 288 harmonic forces with noise of 0.2~meV/\AA{} and rms displacements of 0.02~\AA. Over 2000 noise sets the standard deviation of $T_{xx}$ was 24~meV. By proportion with the stretched sheet, that equals the tension from a strain of $0.5\%\times0.024/0.997\approx0.012\%$. A real residual strain of this size would do the same, so the cell must be relaxed at least that well.

One set has $c_2=-24.1$~meV along $x$. With the exact $c_4$, $q_*=\sqrt{0.0241/7.87}=0.055$~\AA$^{-1}$, which is where its branch becomes real. Another has $c_2=+17.5$~meV. At $q=0.01$~\AA$^{-1}$ its frequency should exceed the true one by
\begin{equation}
\sqrt{1+\frac{c_2}{c_4q^2}}=\sqrt{1+\frac{0.0175}{7.87\times10^{-4}}}\approx4.8 ,
\end{equation}
and the frequencies 0.00299 and 0.00062~THz have this ratio. At $q=0.1$~\AA$^{-1}$ the excess has fallen to 10\%.

\textbf{Q.} Is a straight line as likely as an imaginary branch?

\textbf{A.} Not if you inspect every direction. $C_2$ is a $2\times2$ tensor, and a real branch all around $\Gamma$ needs both eigenvalues positive. That happened in 7.9\% of the sets; the other 92.1\% were imaginary in some direction. If the $\mathbf F$ term, which is second order in the noise, is neglected, Gaussian noise makes $T$ and $-T$ equally likely. About 8\% should then be imaginary in all directions, and the remaining 84\% linear along some directions and imaginary along others. One plotted path can therefore mislead.

\section{The constrained fit}

\textbf{Q.} How do I impose the conditions without spoiling the fit?

\textbf{A.} Put them into the least-squares problem. Let $X\mathbf g$ be the forces predicted by the springs and $\mathbf f$ the data. Both components of $\mathbf F$ and the three of $T$ are linear in $\mathbf g$; collect them as $C\mathbf g=\mathbf t$, with $\mathbf t=0$ for a free relaxed sheet. For a known stress, put $A\sigma_{ab}$ in the $T$ entries. With multipliers $\boldsymbol\lambda$, make $\frac12|X\mathbf g-\mathbf f|^2+\boldsymbol\lambda\cdot(C\mathbf g-\mathbf t)$ stationary:
\begin{equation}
N\mathbf g=X^{\mathsf T}\mathbf f-C^{\mathsf T}\boldsymbol\lambda,\qquad N=X^{\mathsf T}X .
\end{equation}
If the data determine all springs, $N$ is invertible and the free fit is $\mathbf g_u=N^{-1}X^{\mathsf T}\mathbf f$. Thus $\mathbf g_c=\mathbf g_u-N^{-1}C^{\mathsf T}\boldsymbol\lambda$. Requiring $C\mathbf g_c=\mathbf t$ fixes $\boldsymbol\lambda$ (the rows of $C$ being independent), and
\begin{equation}
\mathbf g_c=\mathbf g_u-N^{-1}C^{\mathsf T}(CN^{-1}C^{\mathsf T})^{-1}(C\mathbf g_u-\mathbf t).
\end{equation}

Suppose the true $\mathbf g_0$ lies within the fitted range and obeys the conditions. Then
\begin{equation}
(\mathbf g_u-\mathbf g_c)^{\mathsf T}N(\mathbf g_c-\mathbf g_0)=\boldsymbol\lambda^{\mathsf T}C(\mathbf g_c-\mathbf g_0)=0 ,
\end{equation}
so by Pythagoras $|X(\mathbf g_c-\mathbf g_0)|\le|X(\mathbf g_u-\mathbf g_0)|$: the rms error of the predicted forces, taken over the fitted configurations, cannot grow. A single spring may still get worse. Equal independent noise spreads evenly over the 22 fitted directions and the constraints remove five, so the rms error should shrink by $\sqrt{17/22}=0.88$, as found. The springs moved by 0.31~meV/\AA$^2$ rms, and $C_2$ vanished to rounding.

\textbf{Q.} Could I impose zero stress alone, or shorten the range instead?

\textbf{A.} Zero stress alone leaves $C_2=-\mathbf F\mathbf F^{\mathsf T}/G$, which has no positive eigenvalue: close enough to $\Gamma$ the branch is imaginary in every direction not perpendicular to $\mathbf F$. With the noise used above $\mathbf F$ is small, and this region typically ends below $10^{-3}$~\AA$^{-1}$. Shortening the range creates errors even without noise. With the eight shortest springs fitted to noise-free forces, the eigenvalues of $C_2$ were, in eV (the nonzero values change with the set of random displacements):
\begin{center}
\begin{tabular}{lrr}
no condition & $9.89$ & $14.33$\\
rotation ($\mathbf F=0$) alone & $9.48$ & $14.73$\\
zero stress ($T=0$) alone & $-0.28$ & $0.00$\\
both & $0.00$ & $0.00$
\end{tabular}
\end{center}
With both conditions $c_4$ is 8.31~eV\,\AA$^2$ along $x$ and 15.6 along $y$, which is 6\% and 9\% above the true values. These two directions flatter the fit. At $45^\circ$ to the axes $c_4$ is below 1\% of the true value, and in parts of the zone the branch is imaginary, by up to about 3~THz. The reason is structural. Put B at the centre of a rectangular cell $\ell_x\times\ell_y$, with four equal AB springs $g$ and with AA and BB springs equal to each other along each axis. Then $T=0$ gives $c_4=g\,(n_x^2\ell_x^2-n_y^2\ell_y^2)^2/16$, which vanishes for $n_x\ell_x=\pm n_y\ell_y$. The rigidity in those directions comes from the diagonal AA and BB springs that were left out. The constraints remove the $q^2$ term of $\omega^2$; they cannot replace the missing range, so check $c_4$ in all directions and the branch over the whole zone.

\section{Consequences and limits}

\textbf{Q.} Does such a small region matter in a Brillouin-zone sum?

\textbf{A.} It does at low temperature. With $y=\hbar\omega/k_BT$, the flexural heat capacity per cell is
\begin{equation}
C_V=\frac{Ak_B}{(2\pi)^2}\int d^2q\,\frac{y^2e^y}{(e^y-1)^2}.
\end{equation}
For $\omega=\alpha(\mathbf n)q^2$, $\alpha=\sqrt{c_4/M}$, we have $q\,dq=d\omega/2\alpha$. The integral over $y$ is $\pi^2/3$, and the angular integral gives $2\pi$ times the average over directions:
\begin{equation}
C_V=\frac{\pi A k_B^2T}{12\hbar}\Big\langle\frac1\alpha\Big\rangle .
\end{equation}
For a linear branch $q\,dq\propto\omega\,d\omega$, so $C_V\propto T^2$ once $k_BT$ lies well below the crossover energy. At 1~K the exact force constants give $51.4\times10^{-4}k_B$ and the quadratic law gives $51.2\times10^{-4}k_B$. The linear example gives $47.8\times10^{-4}k_B$, 7\% below the exact value; constraining the same data restores $51.3\times10^{-4}k_B$. The loss is modest at 1~K, which is about the crossover energy of this example (0.9~K along $x$): the modes with the largest relative error have $\hbar\omega\ll k_BT$ and contribute $k_B$ each whatever their frequency. On cooling the loss grows, to 45\% at 0.1~K and 91\% at 0.01~K, where the $T^2$ law has set in. For an imaginary branch the harmonic sum has no meaning.

\textbf{Q.} When should I not force the branch to be quadratic?

\textbf{A.} When the sheet is stressed, or when the assumptions fail. Long-range polar forces can make the moments in $T$ and $c_4$ converge poorly or not at all, and must be treated separately. Rotational invariance holds for the total energy, so the target $\mathbf t$ for the short-ranged remainder alone need not be zero. Anharmonic terms couple bending to stretching, which matters once thermal fluctuations are large enough; this harmonic treatment omits them. And if a constrained branch is still imaginary, look at $c_4$: the cause may be a range that is too short, poor data, or a sheet that really is unstable when flat.

\section*{Computed results}
\begin{verbatim}
masses A, B: 20, 30 u; K = 0.02 eV/A^6
springs (pair, cell, stiffness eV/A^2, rest length A, tension/length eV/A^2):
  AB (0, 0) 20 1.65 +0.6851
  AB (-1, 0) 20 1.95 +0.4993
  AB (0, -1) 20 1.95 +0.5388
  AB (-1, -1) 20 2.20 +0.3927
  AA (1, 0) 5 2.70 -0.2097
  AA (0, 1) 5 3.10 -0.1772
  BB (1, 0) 5 2.75 -0.3062
  BB (0, 1) 5 3.20 -0.3442
relaxed a1 = (2.5913, 0), a2 = (-0.0117, 2.9939) A
relaxed B position = (1.0871, 1.3180) A; cell area = 7.7580 A^2
free sheet: max|T| = 1.3e-14 eV, max|F| = 1.9e-14 eV/A
free sheet: G = 11.7458 eV/A^2
c4 along x, y = 7.8666, 14.2787 eV A^2
bending rigidity c4/area along x, y = 1.0140, 1.8405 eV
strain +0.5 %: area*stress_xx = +0.99672 eV, T_xx = +0.99672 eV
  frequency at q_x = 0.02 /A: +0.04421 THz
strain -0.5 %: area*stress_xx = -0.98622 eV, T_xx = -0.98622 eV
  frequency at q_x = 0.02 /A: -0.04384 THz
B shifted 0.05 A: F_x = +1.77970, force from energy = +1.77970 eV/A
conditions obeyed but c4 along x = -7.8666 eV A^2
fit: 22 springs, 288 forces, cutoff 5.6 A, 6x6 cells
displacement rms 0.02 A, force noise 0.2 meV/A, 2000 noise sets
std of T_xx: predicted 24.13, sampled 24.29 meV
unconstrained: imaginary in some direction 92.1 % of sets
unconstrained: linear in all directions 7.9 % of sets
constrained: largest |C2| = 1.9e-14 eV
constrained c4, 200 sets, 12 directions: 7.824 to 18.846 eV A^2
rms spring change by constraints: 0.309 meV/A^2
rms fitted-force error ratio constrained/raw: 0.8780
imaginary example: C2_xx = -24.13 meV
  edge of imaginary range: estimate 0.05523, actual 0.05526 /A
linear example: C2_xx = +17.46 meV
q_x (1/A); THz: exact, imaginary example, linear example, first one constrained
  0.01: +0.00062  -0.00338  +0.00299  +0.00062
  0.02: +0.00248  -0.00640  +0.00635  +0.00248
  0.05: +0.01550  -0.00731  +0.02128  +0.01549
  0.10: +0.06191  +0.05173  +0.06836  +0.06187
  0.20: +0.24652  +0.23747  +0.25292  +0.24636
short range (cutoff 3.4 A, 8 springs), no noise; C2 eigenvalues in eV:
  no condition: +9.892880, +14.331426
  rotation only: +9.483234, +14.725420
  zero stress only: -0.283656, -0.000000
  both: -0.000000, -0.000000
  both: c4 along x, y = +8.3087, +15.6185 eV A^2
heat capacity per cell at 1 K, in 1e-4 k_B:
  exact 51.3590, quadratic-branch law 51.2143
  linear example 47.7888, same data constrained 51.3468
\end{verbatim}
